# Cubic Interpolation of Wet-Etch Speeds from Three Measured Planes

A simulator of anisotropic wet etching needs a speed for every surface orientation, but the available measurements may cover only (100), (110) and (111). Assigning each surface element the speed of the nearest measured plane makes the speed jump between orientations. The linear formula (1) derived below avoids these jumps, but it holds only for non-negative components in descending order. Applied directly to the normal (1,−3,2), it would give (110) a negative weight, proportional to −3−2 = −5. The scheme described here folds the normal first and then interpolates linearly.

## Conventions and assumptions

Let \(n\) be the unit normal pointing from the etchant into the crystal, which is the direction in which the surface advances. Its components refer to the cubic axes. If the simulator works in a wafer frame, they are \(n_i=A_i\cdot n_{\rm lab}\), where \(A_1,A_2,A_3\) are the unit cubic axes written in that frame.

The normal speed \(R\) is assumed to depend on orientation alone and to have the full cubic symmetry m-3m, which has 48 operations. This suits silicon. Inversion belongs to the group, so \(R(-n)=R(n)\), and using the opposite normal would not change the speed. In zinc-blende crystals the two kinds of {111} face differ, and this folding is not valid.

The inputs are \(R_{100}\), \(R_{110}\) and \(R_{111}\), all positive. The speed is extended to vectors of any length by

\[
H(p)=|p|\,R(p/|p|),\qquad H(0)=0 .
\]

"Homogeneous linear interpolation" means that \(H\) is linear on the fundamental sector. It does not mean that \(R\) is linear in angle.

## Folding

The 48 operations permute the three components and change their signs. Define \(F(p)\) as the vector of absolute values of \(p\), sorted in descending order. For a unit normal,

\[
F(n)=(a,b,c),\qquad a\ge b\ge c\ge0,\qquad a^2+b^2+c^2=1 .
\]

This image is unique: no operation changes the set of absolute values, counted with repetition, and that set has one descending order. If two components tie, several operations lead to the sector, but all give the same vector.

## Interpolation and exact recovery

The corners of the sector are

\[
e_{100}=(1,0,0),\quad
e_{110}=\frac{(1,1,0)}{\sqrt2},\quad
e_{111}=\frac{(1,1,1)}{\sqrt3}.
\]

Write \((a,b,c)=\alpha e_{100}+\beta e_{110}+\gamma e_{111}\). By components,

\[
a=\alpha+\frac{\beta}{\sqrt2}+\frac{\gamma}{\sqrt3},\qquad
b=\frac{\beta}{\sqrt2}+\frac{\gamma}{\sqrt3},\qquad
c=\frac{\gamma}{\sqrt3}.
\]

The last equation gives \(\gamma\). Subtracting the third from the second gives \(\beta\), and subtracting the second from the first gives \(\alpha\):

\[
\alpha=a-b,\qquad \beta=\sqrt2\,(b-c),\qquad \gamma=\sqrt3\,c .
\]

Sorting makes all three non-negative. Linearity of \(H\) then requires

\[
R(n)=(a-b)R_{100}+\sqrt2\,(b-c)R_{110}+\sqrt3\,c\,R_{111}. \tag{1}
\]

At each corner one weight is 1 and the other two vanish, so the measured value is returned. Symmetry carries this to all 6 + 12 + 8 equivalent directions. The result is also unique under the stated assumptions: three linearly independent corner vectors fix a linear function on the sector, and symmetry fixes it elsewhere.

Collecting the coefficients of \(a,b,c\) gives

\[
H(p)=g\cdot F(p),\qquad
g=\left(R_{100},\ \sqrt2R_{110}-R_{100},\ \sqrt3R_{111}-\sqrt2R_{110}\right). \tag{2}
\]

The vector \(g\) has a geometric meaning. Let three planes with normals \(e_j\) start at the origin and advance at their measured speeds, so that \(e_j\cdot x=R_jt\). Their common point is \(x=gt\), because

\[
g_1=R_{100},\qquad \frac{g_1+g_2}{\sqrt2}=R_{110},\qquad
\frac{g_1+g_2+g_3}{\sqrt3}=R_{111}.
\]

A plane in the same sector that is carried along with this point has normal speed \(n\cdot g\), which is the interpolated speed.

## Continuity across sector boundaries

Continuity follows from a bound on folding. For any \(p,q\),

\[
p\cdot q\le\sum_i|p_i||q_i|\le F(p)\cdot F(q).
\]

The second inequality holds because putting two pairs into the same order cannot lower their sum of products. If \(x_1\ge x_2\) and \(y_1\ge y_2\), then

\[
x_1y_1+x_2y_2-x_1y_2-x_2y_1=(x_1-x_2)(y_1-y_2)\ge0 .
\]

Repeated exchanges sort all three components. Folding preserves lengths, so

\[
|F(p)-F(q)|^2=|p|^2+|q|^2-2F(p)\cdot F(q)\le|p-q|^2 .
\]

Equation (2) and the Cauchy–Schwarz inequality now give

\[
|H(p)-H(q)|\le |g|\,|p-q| . \tag{3}
\]

This covers every boundary and corner at once. For unit normals it bounds the change of \(R\) itself.

The formula was tested against a construction that does no folding. The sphere was divided into 48 triangles, and the common-point velocity was solved separately for each. With the silicon rates used below, 3000 random normals each lay in one triangle, and the speeds agreed with (1) to \(7\times10^{-16}\) µm/min. Another 3000 normals on mirror planes each lay in two triangles, with a largest discrepancy of \(4\times10^{-16}\) µm/min. The 26 measured directions were recovered to \(2\times10^{-16}\) µm/min. These differences are at rounding level.

## Pseudocode and cost

```
function H(p, R100, R110, R111):
    (a, b, c) = absolute values of p, sorted descending
    return (a-b)*R100 + sqrt(2)*(b-c)*R110
                      + sqrt(3)*c*R111

function etch_speed(n_lab, A1, A2, A3, rates):
    if length(n_lab) == 0: report an error
    p = (dot(A1,n_lab), dot(A2,n_lab), dot(A3,n_lab))
    return H(p, rates) / length(p)
```

With \(\sqrt2R_{110}\) and \(\sqrt3R_{111}\) stored, one call to `H` takes three absolute values, at most three compare-and-swap operations, two subtractions, three multiplications and two additions. The cost per surface element is constant, and no table is needed. For given components, the weight form (1) is evaluated more accurately than the dot product (2): it adds non-negative terms, whereas (2) can subtract nearly equal ones close to (111). The practical gain is modest. By (3), a rounding error in the normal itself changes the relative speed near (111) by up to \(|g|/R_{111}\) times that error, about 490 times for the silicon rates below. This affects both forms and is of the same order as the cancellation in (2).

## Worked example: silicon in hot KOH

Take rough typical speeds for silicon in aqueous KOH of about 30 wt% near 70 °C:

\[
R_{100}=0.80,\qquad R_{110}=1.4,\qquad R_{111}=0.005\ \text{µm/min}.
\]

The normal (1,−3,2) has length \(\sqrt{14}\). It folds to

\[
(a,b,c)=\frac{(3,2,1)}{\sqrt{14}}=(0.8018,\,0.5345,\,0.2673).
\]

The weights are \(\alpha=0.2673\), \(\beta=0.3780\) and \(\gamma=0.4629\). Therefore

\[
R=0.2138+0.5292+0.0023=0.745\ \text{µm/min},
\]

or 12.4 nm/s. The (111) corner has the largest weight but contributes almost nothing, because its speed is so small.

## Sensitivity near (111)

For these rates \(g=(0.8000,\,1.1799,\,-1.9712)\) µm/min and \(|g|=2.433\) µm/min. Among 200,000 random pairs of normals, the largest ratio of speed change to distance was 2.432 µm/min, so the bound (3) is nearly reached. The reason lies near (111). There \(g\cdot n\) is close to the small value \(R_{111}\), so \(g\) is almost tangent to the sphere, and two nearby normals of one sector separated along \(g\) differ in speed at almost the full rate \(|g|\).

Three tilts show how steep this minimum is. Toward (100), set

\[
n=\cos\theta\,e_{111}+\sin\theta\,\frac{(2,-1,-1)}{\sqrt6}.
\]

Then \(a-b=\sqrt{3/2}\,\sin\theta\), \(b=c\), and \(\sqrt3c=\cos\theta-\sin\theta/\sqrt2\). Differentiating (1) at \(\theta=0^+\) gives

\[
R'=\sqrt{\tfrac32}\,R_{100}-\frac{R_{111}}{\sqrt2}=0.976\ \text{µm/min per rad}.
\]

Toward (110), the tangent is \((1,1,-2)/\sqrt6\). Now \(a=b\), \(\sqrt2(b-c)=\sqrt3\sin\theta\), and \(\sqrt3c=\cos\theta-\sqrt2\sin\theta\), so

\[
R'=\sqrt3R_{110}-\sqrt2R_{111}=2.418\ \text{µm/min per rad}.
\]

The third tilt is a rotation of a (111) groove wall about the [001] wafer normal. To first order the sorted components are \((1+\theta,\,1,\,1-\theta)/\sqrt3\), and

\[
R'=\frac{R_{100}+\sqrt2R_{110}}{\sqrt3}-R_{111}=1.600\ \text{µm/min per rad}.
\]

A rotation by 1 degree, or 0.01745 rad, gives approximately \(0.005+1.600\times0.01745=0.033\) µm/min. The full formula also gives 0.033 µm/min, which is 6.6 times \(R_{111}\). This is the speed of a plane held at that orientation. It is not the undercut of a misaligned mask, which requires the evolution of the whole profile.

The same steepness sets a demand on computed normals. By (3), an error \(\delta\) in the unit normal changes the speed by at most \(|g|\delta\). To guarantee an error below 10% of \(R_{111}\), it suffices that

\[
\delta<\frac{0.0005}{2.433}\approx2\times10^{-4},
\]

or about 0.01 degree. A coarse surface mesh can therefore etch a nominal (111) wall much too fast even though the rate function is correct.

## Creases and stable front propagation

The speed is continuous, but its slope can jump at mirror planes. Cross the plane \(p_1=p_2\), with both components positive and larger than \(|p_3|\), along \(u=(1,-1,0)/\sqrt2\). On the side \(p_1>p_2\) the slope of \(H\) is \((g_1-g_2)/\sqrt2\). On the other side the two components exchange places in the sorted vector, and the slope is \((g_2-g_1)/\sqrt2\). The difference is \(\sqrt2(g_1-g_2)\). The plane \(b=c\) is treated in the same way. At \(c=0\) the absolute value changes the slope from \(-g_3\) to \(g_3\). The three jumps are

\[
\begin{aligned}
a=b:&\quad \sqrt2(g_1-g_2)=-0.54,\\
b=c:&\quad \sqrt2(g_2-g_3)=4.46,\\
c=0:&\quad 2g_3=-3.94\ \text{µm/min}.
\end{aligned}
\]

A convex function cannot have a negative jump. Convexity thus requires \(g_1\ge g_2\ge g_3\ge0\). This is also sufficient: by the rearrangement inequality, \(H(p)\) is then the largest of the 48 linear functions obtained by applying the symmetry operations to \(p\) and taking the product with \(g\), and a maximum of linear functions is convex. In terms of the rates, the conditions are

\[
R_{110}\le\sqrt2R_{100},\qquad
2\sqrt2R_{110}\ge R_{100}+\sqrt3R_{111},\qquad
R_{111}\ge\sqrt{\tfrac23}\,R_{110}.
\]

The silicon example violates the first and the third. A direct check uses \(p=(1,0.5,0.2)\) and \(q=(1,0.5,-0.2)\): \(H(p+q)=2.780\) µm/min exceeds \(H(p)+H(q)=1.991\) µm/min, which a convex homogeneous function would forbid.

This matters in a level-set calculation. Let \(\phi\) be negative in the etchant and positive in the crystal, so that \(\nabla\phi\) points in the direction of advance and \(\phi_t+H(\nabla\phi)=0\). An upwind formula that relies on convexity is not justified here. The Lax–Friedrichs update is an alternative:

\[
\phi^{\rm new}=\phi-\Delta t\left[
H\!\left(\frac{p^-+p^+}{2}\right)
-\frac{\sigma}{2}\sum_{i=1}^3(p_i^+-p_i^-)\right],
\]

where \(p_i^\pm\) are the forward and backward differences on a grid of spacing \(h\). The averaged gradient does not contain the central value of \(\phi\), whose coefficient is therefore \(1-3\sigma\Delta t/h\). The coefficients of the neighbours are \(\Delta t(\sigma\pm\partial_iH)/(2h)\) where \(H\) is differentiable. When the grid axes are the cubic axes, all are non-negative, and the update is monotone, if

\[
\sigma\ge\max_j|g_j|,\qquad \Delta t\le\frac{h}{3\sigma}.
\]

The first condition suffices because the gradient of \(H\) in every sector is \(g\) with its components permuted and their signs changed. On a rotated grid it may fail, because \(\partial_iH\) is then a derivative along a grid axis and mixes these components. For a (100) wafer with the grid along ⟨110⟩, it reaches \((|g_2|+|g_3|)/\sqrt2=2.23\) µm/min with the silicon rates. The choice \(\sigma\ge|g|\) is sufficient for every grid orientation. The creases do no harm, since \(H\) is continuous and piecewise linear. For the silicon rates, a grid along the cubic axes and \(h=0.1\) µm, \(\sigma=1.98\) µm/min, just above \(|g_3|\), allows a step of 0.0168 min, or about 1 s. The price is numerical dissipation, which rounds sharp edges.

## Equal rates are not reproduced as isotropic

Suppose all three measured speeds equal \(R_0\). Equation (1) gives \(R=R_0S\), where

\[
S=\alpha+\beta+\gamma=a+(\sqrt2-1)b+(\sqrt3-\sqrt2)c .
\]

The corner vectors have unit length, so the triangle inequality gives \(S\ge|n|=1\). The Cauchy–Schwarz inequality gives the upper limit

\[
S\le\sqrt{1+(3-2\sqrt2)+(5-2\sqrt6)}
=\sqrt{9-2\sqrt2-2\sqrt6}=1.128 .
\]

The limit is reached, because the coefficient vector of \(S\) is itself sorted and non-negative. Its direction is (0.886, 0.367, 0.282). An isotropic etch would thus be overestimated by up to 12.8%. For unequal rates, the same limits on \(S\) place \(R\) between the smallest input and 1.128 times the largest.

Dividing (1) by \(S\) restores isotropy and keeps continuity and exact recovery, but \(H\) is then no longer linear on the sector. For the worked normal \(S=1.108\), and the speed falls from 0.745 to 0.673 µm/min. This 10% change is one example of the freedom that the three data leave.

## Missing fast planes and the real etch

The larger weakness for silicon in KOH is the neglect of fast high-index planes. For (311), equation (1) predicts 0.485 µm/min. A rough value for the real plane under these conditions is 1.4 µm/min, 2.9 times as large. Since \((3,1,1)=2(1,0,0)+(1,1,1)\), this plane lies on the sector edge between (100) and (111). The three-rate model there mixes a moderate speed with a very small one and cannot produce a maximum.

A measured \(R_{311}\) can be added as a fourth corner, which splits the sector into two triangles. Decomposing \((a,b,c)\) as before gives, for \(a-b\ge2c\),

\[
R=(a-b-2c)R_{100}+\sqrt2(b-c)R_{110}+\sqrt{11}\,c\,R_{311},
\]

and for \(a-b\le2c\),

\[
R=\sqrt2(b-c)R_{110}+\frac{\sqrt{11}}2(a-b)R_{311}
+\sqrt3\left(c-\frac{a-b}{2}\right)R_{111}.
\]

The two expressions agree at \(a-b=2c\). The worked normal belongs to the second triangle, and its speed rises to 1.15 µm/min, 54% above the three-rate value. With three rates, speeds far from the measured planes are therefore rough estimates, despite the exact recovery at the corners.

An error of 1 °C in the bath temperature matters less. With a rough activation energy of 0.6 eV common to all planes, a bath at 71 °C instead of 70 °C etches about 6% faster. A common factor leaves the ratios between planes unchanged; different activation energies would alter them, and the rates should then be measured at the temperature of use. The model also leaves out transport in the solution and masking by gas bubbles, both of which make the speed depend on position as well as orientation. The values behind these comparisons are listed in the numerical output.

## Computed results

```
Input R100, R110, R111 (rough): 0.80, 1.40, 0.005 um/min
Equivalent directions 100, 110, 111: 6 12 8
Number of triangles on the sphere: 48
Largest error, general normals: 6.7e-16 um/min
Largest error on mirror planes: 4.4e-16 um/min
Largest error, measured directions: 1.6e-16 um/min
Meeting-point velocity g: 0.8000, 1.1799, -1.9712 um/min
Continuity bound |g|: 2.4327 um/min
Largest sampled speed change / distance: 2.4323 um/min
Largest sampled folding stretch: 1.000000
Slope jumps at a=b, b=c, c=0: -0.5373, 4.4564, -3.9425 um/min
Convexity check, p=(1,0.5,0.2), q=(1,0.5,-0.2): H(p+q) = 2.7799 um/min
Same p and q: H(p)+H(q) = 1.9914 um/min
Largest speed for three equal unit rates: 1.1281
Direction of that largest speed, folded: 0.8865, 0.3672, 0.2817
Worked normal (Miller indices): 1 -3 2
Folded a, b, c: 0.8018, 0.5345, 0.2673
Weights alpha, beta, gamma: 0.2673, 0.3780, 0.4629
Contributions of 100, 110, 111: 0.2138, 0.5292, 0.0023 um/min
Worked speed: 0.7453 um/min
Worked speed, converted: 12.42 nm/s
Sum of weights: 1.1081
Worked speed with normalized weights: 0.6725 um/min
Slope at 111 toward 100: 0.9763 um/min per rad
Slope at 111 toward 110: 2.4178 um/min per rad
Slope at 111, rotation about 001: 1.6000 um/min per rad
111 wall rotated by 1 degree, folded: 0.5873, 0.5774, 0.5672
Speed of that wall: 0.0330 um/min
Ratio of that speed to R111: 6.61
Rough 311 speed (input): 1.4 um/min
Three-rate prediction for 311: 0.4850 um/min
Rough 311 speed / prediction: 2.9
Worked speed with 311 added: 1.1508 um/min
Change of worked speed by 311: 54 %
Bath temperature (input): 70 C = 343.15 K
Rough activation energy (input): 0.6 eV
Speed change for a bath 1 K warmer: 6.1 %
```
